# Pairing, links and singular-value cutoff in fitting Slater and spin-orbit parameters

## What scaling and rotation fix

A level fit adjusts a few radial parameters $p_k$, all of them energies, until calculated levels match observed ones. For one configuration the Hamiltonian is

$$H(p)=\sum_k p_kA_k ,$$

where the matrices $A_k$ are dimensionless and contain angular factors alone. Multiplying every parameter by $\lambda>0$ multiplies $H$ and each eigenvalue by $\lambda$, so $E_i(\lambda p)=\lambda E_i(p)$. Differentiating with respect to $\lambda$ at $\lambda=1$ gives

$$E_i(p)=\sum_k D_{ik}(p)\,p_k,\qquad D_{ik}=\frac{\partial E_i}{\partial p_k}. \tag{1}$$

The problem thus looks linear, but $D$ depends on the ratios of the parameters. A linear fit must therefore be iterated.

Rotational symmetry fixes the second feature. $H$ commutes with total angular momentum, so it splits into blocks of definite $J$. An observed level of known $J$ may be paired with a calculated level of that $J$ and no other.

The settings discussed here are the pairing rule, the links between parameters, their reference widths, and the singular-value cutoff.

## The model and its parameters

Take one p and one d electron outside closed shells: $6\times10=60$ states, with block sizes 1, 3, 4, 3, 1 for $J=0,\dots,4$. Other configurations are left out. In atomic units the repulsion is

$$\frac1{r_{12}}=\sum_k\frac{r_<^k}{r_>^{k+1}}\sum_q(-1)^qC^k_q(1)C^k_{-q}(2),$$

with $C^k_q=\sqrt{4\pi/(2k+1)}\,Y_{kq}$. Its radial averages are $F^k$ (each electron keeps its orbital) and $G^k$ (the orbitals are exchanged). Parity and the triangle rule leave $F^0,F^2,G^1,G^3$. Spin-orbit coupling adds $\zeta_p\,\mathbf l_p\cdot\mathbf s_p+\zeta_d\,\mathbf l_d\cdot\mathbf s_d$.

Without spin-orbit coupling, the spatial state $(p_md_{m'}\pm d_{m'}p_m)/\sqrt2$ has the diagonal matrix element (mean energy) direct $\pm$ exchange; it is an eigenstate only for $|m+m'|=3$. The plus sign is the singlet. The angular integrals for orbital projections $(m,m')$ are:

| $(m,m')$ | $35\times$ factor of $F^2$ | $15\times$ factor of $G^1$ | $245\times$ factor of $G^3$ |
|---|---:|---:|---:|
| (1,2) | 2 | 6 | 3 |
| (1,1) | −1 | 3 | 9 |
| (0,2) | −4 | 0 | 15 |
| (1,0) | −2 | 1 | 18 |
| (0,1) | 2 | 3 | 24 |
| (−1,2) | 2 | 0 | 45 |

The direct factor is $\langle1m|C^2_0|1m\rangle\langle2m'|C^2_0|2m'\rangle$. The exchange factor is $|\langle1m|C^k_{m-m'}|2m'\rangle|^2$, because $(C^k_q)^\dagger=(-1)^qC^k_{-q}$.

A trace does not depend on the basis. The rows with $m+m'=M$ therefore sum to the energies of all terms with $L\ge M$. The sums are $(2,6,3)$ for $M=3$, $(-5,3,24)$ for $M=2$ and $(2,4,87)$ for $M=1$. Successive differences give F: $(2,6,3)$, D: $(-7,-3,21)$ and P: $(7,1,63)$. Hence

$$E(^{1,3}L)=F^0+a_LF^2\pm x_L, \tag{2}$$

with $a_P=\frac15$, $a_D=-\frac15$, $a_F=\frac2{35}$ and

$$x_P=\tfrac{G^1}{15}+\tfrac{9G^3}{35},\quad x_D=-\tfrac{G^1}{5}+\tfrac{3G^3}{35},\quad x_F=\tfrac{2G^1}{5}+\tfrac{3G^3}{245}.$$

Over all 60 states the $F^2$ terms cancel: $\frac35-1+\frac25=0$. Triplets have weight 3 and the minus sign, so the mean exchange energy is $(1-3)\sum_L(2L+1)x_L/60$. The sum is $2G^1+\frac97G^3$, and therefore

$$E_{\rm av}=F^0-\tfrac1{15}G^1-\tfrac3{70}G^3. \tag{3}$$

Spin-orbit coupling has zero trace. The six parameters used below are $E_{\rm av},F^2,G^1,G^3,\zeta_p,\zeta_d$.

## The linear step

Let $|i\rangle$ be a normalised eigenvector, nondegenerate within its $J$ block. Differentiate $E_i=\langle i|H|i\rangle$. The terms from the change of the vector sum to $E_i\,\partial\langle i|i\rangle/\partial p_k=0$, so

$$D_{ik}=\langle i|A_k|i\rangle . \tag{4}$$

This is the Hellmann-Feynman derivative. One diagonalisation per block supplies both levels and derivatives.

With residuals $r=E^{\rm obs}-E(p)$, a change $\delta$ leaves $r-D\delta$ to first order. By (1), with $p'=p+\delta$,

$$E^{\rm obs}-Dp'=E^{\rm obs}-E(p)-D\delta=r-D\delta .$$

Fitting the new parameters directly and fitting their change are therefore the same least-squares problem when all combinations are determined. They differ once a combination is dropped. The minimum-length solution for $p'$ sets that combination to zero, whereas the solution for $\delta$ leaves it where it was. Use the second form with a cutoff.

A link expresses the parameters through fewer free ones, $q$, with $\delta p=L\,\delta q$. For $G^3=\rho G^1$, the $G^1$ column of $L$ has entries 1 and $\rho$. The chain rule replaces $D$ by $DL$. The starting point must satisfy the link.

## What the cutoff means

Assume independent errors of equal standard deviation $\sigma$. Give each free parameter a half-width $w_k$, the range within which the reference value is trusted, and write $\delta q=Wy$ with $W=\mathrm{diag}(w_k)$. The dimensionless matrix and its singular-value decomposition are

$$B=\frac{DLW}{\sigma}=\sum_js_ju_jv_j^T .$$

With $y=\sum_jy_jv_j$, the function to be minimised separates:

$$\left|\frac r\sigma-By\right|^2=\sum_j\left(\frac{u_j^Tr}{\sigma}-s_jy_j\right)^2+\text{constant},\qquad y_j=\frac{u_j^Tr}{\sigma s_j}. \tag{5}$$

Since $u_j$ has unit length, $u_j^Tr/\sigma$ has unit variance from the level errors, and $y_j$ has standard deviation $1/s_j$. The condition $s_j>1$ thus keeps the combinations that the data fix more narrowly than the reference does. This gives the cutoff a meaning, but it also makes it depend on $\sigma$ and $w_k$: doubling $\sigma$ halves every $s_j$. Choose both before looking at the singular values.

The retained combinations give the covariance

$$C=LW\Big(\sum_{s_j>1}\frac{v_jv_j^T}{s_j^2}\Big)WL^T . \tag{6}$$

A predicted level with derivative row $d$ has variance $dCd^T$ to first order. Neither expression contains the uncertainty of dropped combinations or of the link.

## Pairing and step control

For two observed levels $a\le b$ and two calculated levels $\alpha\le\beta$ of the same $J$,

$$(a-\beta)^2+(b-\alpha)^2-(a-\alpha)^2-(b-\beta)^2=2(b-a)(\beta-\alpha)\ge0 .$$

Uncrossing two pairs never raises the sum of squares. With equal weights, a best pairing therefore follows energy order. If a level is missing, the open question is which calculated level to skip. Three observed levels against four calculated ones leave four candidates.

Define $Q(p)$ as the sum of squared residuals for the best pairing at $p$, and redo the pairing at every trial point. For fixed pairing, a fraction $t$ of the step has the initial slope

$$\frac{dQ}{dt}=-2r^TDL\,\delta q=-2\sigma\,r^TBy=-2\sum_{s_j>1}(u_j^Tr)^2\le0, \tag{7}$$

where (5) was inserted for $y_j$. If the slope is not zero, a sufficiently short step lowers $Q$, and re-pairing can only lower it further. Halving the step until $Q$ does not rise is therefore a safe rule away from degeneracies inside a block, where (4) is not unique.

The end point is stationary in the retained combinations. It need not be the global minimum, so use several starts. With a dropped combination it also depends on the starting values, which should then be the reference values. If a singular value crosses the cutoff during the iteration, the set of retained combinations changes, so inspect the final singular values.

Attach term names after the fit, from the eigenvector weights. A name describes the largest component and does not determine the pairing.

## Example with one missing level

The levels here are synthetic. They come from diagonalising the blocks with the round parameters below and adding Gaussian errors with $\sigma=2$ meV. Eleven of the twelve levels are kept. The missing one, $^1D_2$, is the lowest with $J=2$. The half-widths are 0.5 eV for $E_{\rm av}$, 0.3 eV for $F^2$, 0.2 eV for $G^1$ and $G^3$, and 0.02 eV for each $\zeta$.

One start has $F^2=0.3$, $G^1=0.2$ and $G^3=0.1$ eV, far below the model. Number the calculated $J=2$ levels 0 to 3 from below. The first pairing uses levels 0, 1 and 3. After one step it changes to 1, 2 and 3, which is right, and the root-mean-square (rms) deviation falls from 140 to 22, 3.9 and 0.84 meV in three steps.

| eV | model | fit | error from (6) |
|---|---:|---:|---:|
| $E_{\rm av}$ | 3.0000 | 2.9998 | 0.0007 |
| $F^2$ | 1.2000 | 1.2014 | 0.0044 |
| $G^1$ | 0.6000 | 0.6023 | 0.0027 |
| $G^3$ | 0.3600 | 0.3532 | 0.0047 |
| $\zeta_p$ | 0.0400 | 0.0392 | 0.0020 |
| $\zeta_d$ | 0.0100 | 0.0109 | 0.0009 |

The smallest singular value is 10, so all six combinations are kept. Refitting 400 sets of levels with fresh random errors gives parameter scatters that, rounded like the table, differ from the listed errors by at most one unit in the last digit; a scatter from 400 samples is itself uncertain by about $1/\sqrt{800}\approx3.5\%$.

The residuals give $Q=11\times0.842^2=7.8$ meV². With $11-6=5$ degrees of freedom, the estimated level error is $\sqrt{7.8/5}=1.2$ meV, below the 2 meV put in. In units of $\sigma^2$, $Q$ is $7.8/4=1.9$. Its expected value is 5 with standard deviation $\sqrt{10}=3.2$, so this is an ordinary fluctuation. The errors in the table use the known 2 meV.

The missing level is predicted at $2.7183\pm0.0015$ eV; the model has 2.7201 eV. Holding each of the other three pairings fixed, the best fits found from seven starts have rms deviations of 26, 27 and 40 meV. Sixty random starts leave the first two unchanged and lower the last to 35 meV, with a negative $\zeta_d$. In the 26 meV fit both $\zeta$'s are slightly negative. Central-field spin-orbit constants are positive, so such signs are a warning. They are not a proof, because the effective $\zeta$ of a diffuse outer d electron can be slightly negative in real atoms (the d doublets of sodium are inverted). This pairing is rejected by its deviation: with all parameters kept non-negative it still gives 27 meV. Pairing from below, levels 0, 1 and 2, is the worst in both searches. Here the data identify the gap clearly. If two pairings gave similar deviations, the predicted level would have to be reported for both.

Of 16 starts, 12 reached the best fit and 5 of these changed their pairing on the way. The other four converged to local minima, although $Q$ never rose: one with a wrong $J=2$ pairing at 26 meV, and three with the right pairing but both $\zeta$'s near zero at 14 meV. A correct pairing alone does not guarantee the best fit. This is why a single converged run is not enough.

## When only triplets are observed

Now remove all three singlets. Nine levels remain for six parameters, yet one combination is nearly free. Without spin-orbit coupling there are three triplet energies and four Coulomb parameters. Look for changes $\Delta$ that leave all three triplets in place, with $\Delta F^2=1$. Subtracting the D condition from the P and F conditions in (2) gives

$$\tfrac25=\tfrac4{15}\Delta G^1+\tfrac6{35}\Delta G^3,\qquad
\tfrac9{35}=\tfrac35\Delta G^1-\tfrac{18}{245}\Delta G^3 .$$

The solution is $\Delta G^1=\frac35$, $\Delta G^3=\frac75$. Then $\Delta x_D=-\frac3{25}+\frac3{25}=0$, and the D condition gives $\Delta F^0=\frac15$. By (3), $\Delta E_{\rm av}=0.20-0.04-0.06=0.10$.

Each singlet lies $2x_L$ above its triplet, so it moves by $2\Delta x_L$: $\frac45$ for $^1P$, 0 for $^1D$ and $\frac{18}{35}$ for $^1F$. This tells which measurement would help. To this order, observing $^1D_2$ adds nothing about the free combination, while $^1P_1$ or $^1F_3$ determines it.

Spin-orbit coupling gives the triplets a weak memory of the singlets. Let a triplet and a singlet of equal $J$ have unperturbed energies $E_T$, $E_S$ and a coupling $V$ proportional to the $\zeta$'s. For $|V|\ll|E_T-E_S|$ the triplet shifts by $V^2/(E_T-E_S)$, and

$$\frac{\partial}{\partial E_S}\frac{V^2}{E_T-E_S}=\frac{V^2}{(E_T-E_S)^2}.$$

The smallest singular value should therefore fall as $\zeta^2$. Halving both $\zeta$'s, from 0.10 to 0.05 of their model values, reduces it by a factor of 3.98, close to the expected 4.

For the nine-level fit I start from the reference $E_{\rm av}=3.0$, $F^2=1.4$, $G^1=0.7$, $G^3=0.5$, $\zeta_p=0.030$ and $\zeta_d=0.015$ eV. The smallest singular value is 0.18, the next 9.8. The cutoff at 1 drops one combination, with components $0.100:1:0.599:1.403$ in the four Coulomb parameters, nearly the vector just derived.

To see what keeping it would cost, divide that vector by the half-widths: $(0.2,\,3.33,\,3,\,7)$, of length 8.3. One scaled unit thus changes $F^2$ by $1/8.3=0.12$ eV, and the linear error of $F^2$ would be $0.12/0.18\approx0.7$ eV. That is about half of $F^2$ itself (1.33 eV in this fit, 1.2 eV in the model). The linear estimate is no longer quantitative there, but it shows that the triplets do not determine $F^2$ separately.

## Choosing between a cutoff and a link

| treatment | $F^2$ (eV) | rms (meV) | predicted $^1P_1$ (eV) |
|---|---:|---:|---:|
| dropped combination | 1.328 | 0.96 | 3.531 |
| $G^3=0.6\,G^1$ | 1.208 | 0.91 | 3.436 |
| $G^3=0.7\,G^1$ | 1.270 | 0.94 | 3.485 |

The model value of $^1P_1$ is 3.432 eV. In all three fits the rms deviation of the triplets is about half of $\sigma$, but the $^1P_1$ predictions span 95 meV.

With the cutoff, the free combination comes from the reference. $F^2$ stays 0.128 eV above the model, which should raise $^1P_1$ by about $0.8\times0.128=0.10$ eV. The prediction is indeed 0.10 eV too high.

The link with ratio 0.6, which is true for this model, gives 3.436 eV with an error of 0.0035 eV from (6). The false ratio 0.7 moves the fit along the free combination. Starting from the first linked fit, $G^1=0.606$ and $G^3=0.364$ eV, the change $f$ of $F^2$ must satisfy

$$0.364+1.4f=0.7\,(0.606+0.6f),$$

so $f=0.060/0.98\approx0.06$ eV. The singlet should rise by $0.8f\approx0.05$ eV. The full fits give 49 meV, while no triplet moves by more than 0.21 meV. The quality of the fit therefore cannot select the ratio here.

These results lead to the following choices:

- Use the cutoff when the aim is to describe observed levels or to report the combinations they determine. Quote the dropped combination and its reference values.
- Use a link when its ratio is known independently. Repeat the fit with the ratio at both ends of its uncertainty, and add the resulting spread to the error from (6). In this example changing the ratio from 0.6 to 0.5 or 0.7 moves $^1P_1$ by $-43$ or $+49$ meV.
- Do not lower the cutoff merely to keep every parameter. A retained combination with $s_j<1$ can move farther than its reference range in response to level errors alone.
- If several pairings remain possible, compare their best fits from several starts. A small deviation supports a pairing when the alternatives are clearly worse and enough levels remain to test the parameters.

The error model also has a limit. Configurations left out of $H$ can shift levels in a correlated way. Then $\sigma$ is not an independent random error, and (6) does not measure the full uncertainty, even when every singular value is large.
